\section*{Surface magnetic field of a current-carrying magnetic nanowire}

\section{Problem}

A long, straight, round wire of radius $R=10$ nm carries a steady current along its axis. The mean current density is $J=10$ MA/cm$^2$.

(a) Show that the magnetic field of the current just outside the surface is about $0.63$ mT.

(b) The wire is a ferromagnet, magnetized along its axis, with length $L=1\,\mu$m and free ends. How does its magnetization change the flux density just inside and just outside the surface, halfway along the wire?

For (b), use rough cobalt-like values: magnetization $M_s=1.4$ MA/m, exchange stiffness $A=20$ pJ/m, and anisotropy $K=0.4$ MJ/m$^3$ with its easy direction along the wire.

SI relations are used throughout. Cylindrical coordinates $(r,\varphi,z)$ have $z$ along the current, and $\mathbf B=\mu_0(\mathbf H+\mathbf M)$. The symbol $B_s$ denotes the current's own field just outside the surface. The distinction matters because a magnetized wire has other sources of flux density.

\section{First estimate by scaling}

The field of a long wire can depend on $\mu_0$, $J$ and $R$. The product $JR$ has the unit A/m of a magnetic field strength, so
\begin{equation}
B_s\sim\mu_0JR .
\end{equation}
Since $1$ MA/cm$^2=10^6\,\mathrm{A}/10^{-4}\,\mathrm{m^2}=10^{10}$ A/m$^2$, the given density is $J=10^{11}$ A/m$^2$. Then $JR=1000$ A/m and the estimate is $1.26$ mT. Scaling cannot supply the numerical factor.

For (b), the current's field pulls the magnetization away from the axis by a small angle $\theta$. The driving energy density is of order $M_sB_s\theta$, while exchange costs about $A\theta^2/R^2$. Balancing them gives
\begin{equation}
\theta\sim\frac{M_sB_sR^2}{A}\sim\frac{\mu_0M_sJR^3}{A}\approx 8.8\ \mathrm{mrad}.
\end{equation}
The free ends carry magnetic poles of strength about $M_sR^2$. At a distance of order $L$ they produce a field of order $\mu_0M_sR^2/L^2$. With $\mu_0M_s=1.76$ T and $R^2/L^2=10^{-4}$, this is $0.18$ mT. The ends therefore cannot be dismissed beside the current's field.

\section{Solution for the current's field}

\subsection{Amp\`ere's law}

Assume that the current density depends on $r$ alone, and treat the wire as infinitely long. Rotation about the axis and translation along it leave the current unchanged, so its field depends only on $r$.

Reflection in a plane containing the axis also leaves the current unchanged. A magnetic field is an axial vector: under this reflection its components lying in the plane change sign. At a point on the plane, these are the radial and axial components. They must equal their own negatives, so they vanish, and the current's field is azimuthal.

Amp\`ere's law on a circle of radius $r$ gives
\begin{equation}
2\pi rH_\varphi(r)=I_{\rm enc}(r).
\label{ampere}
\end{equation}
At the surface, the enclosed current is the whole current $I=\pi R^2J$. Hence
\begin{equation}
H_\varphi(R)=\frac{\pi R^2J}{2\pi R}=\frac{JR}{2},
\qquad
B_s=\frac{\mu_0JR}{2}.
\label{main}
\end{equation}
The numbers are
\begin{align}
I&=\pi(10^{-8}\,\mathrm m)^2(10^{11}\,\mathrm{A/m^2})=31.4\ \mu\mathrm A,\\
H_\varphi(R)&=\tfrac12(10^{11}\,\mathrm{A/m^2})(10^{-8}\,\mathrm m)=500\ \mathrm{A/m},\\
B_s&=\mu_0(500\,\mathrm{A/m})=0.628\ \mathrm{mT}.
\end{align}
This proves (a).

For uniform density, $I_{\rm enc}=\pi r^2J$ inside the wire, so $H_\varphi=Jr/2$. Outside, $I_{\rm enc}=\pi R^2J$, so $H_\varphi=JR^2/(2r)$. The current's field rises linearly from the axis, peaks at the surface and then falls as $1/r$.

\subsection{The same field from a sum of filaments}

The result can also be found without Amp\`ere's law. A straight filament of length $L$ carrying current $i$ gives, at distance $s$ from its midpoint,
\begin{align}
b(s)&=\frac{\mu_0i}{4\pi}\int_{-L/2}^{L/2}\frac{s\,dz}{(s^2+z^2)^{3/2}}
=\frac{\mu_0i}{4\pi}\left[\frac{z}{s\sqrt{s^2+z^2}}\right]_{-L/2}^{L/2}\nonumber\\
&=\frac{\mu_0i}{2\pi s}\,\frac{L/2}{\sqrt{s^2+L^2/4}} .
\label{filament}
\end{align}
The last factor tends to one for a long filament.

Place the origin of polar coordinates $(s,\phi)$ at a point on the wire's surface, with $\phi=0$ pointing towards the axis. A filament of area $s\,ds\,d\phi$ carries $i=Js\,ds\,d\phi$. Its field is perpendicular to the line joining it to the surface point, so the component along the wire's azimuthal direction has the factor $\cos\phi$. The other components cancel between $\phi$ and $-\phi$. The chord in direction $\phi$ has length $2R\cos\phi$, giving
\begin{align}
B_s&=\frac{\mu_0J}{2\pi}\int_{-\pi/2}^{\pi/2}\cos\phi
\int_0^{2R\cos\phi}ds\,d\phi\nonumber\\
&=\frac{\mu_0JR}{\pi}\int_{-\pi/2}^{\pi/2}\cos^2\phi\,d\phi
=\frac{\mu_0JR}{2},
\end{align}
because the last integral is $\pi/2$. Numerical summation of the filaments also gives $0.628$ mT.

For the finite wire, the last factor in (\ref{filament}) is $1-2s^2/L^2$ to leading order. The resulting loss is
\begin{align}
\Delta B&=\frac{\mu_0J}{2\pi}\int_{-\pi/2}^{\pi/2}\cos\phi
\int_0^{2R\cos\phi}\frac{2s^2}{L^2}\,ds\,d\phi\nonumber\\
&=\frac{\mu_0J}{2\pi}\frac{16R^3}{3L^2}
\int_{-\pi/2}^{\pi/2}\cos^4\phi\,d\phi
=\frac{\mu_0JR^3}{L^2},
\end{align}
where the last integral is $3\pi/8$. Relative to $B_s$, this is $2R^2/L^2=0.02\%$. It counts the straight segment and leaves out the rest of the circuit.

\subsection{Uneven current density}

Equation (\ref{main}) needs axial symmetry, but not uniform density. Take, for example, $j(r)=2J(1-r^2/R^2)$, which is largest on the axis. The enclosed current is
\begin{equation}
I_{\rm enc}(r)=4\pi J\int_0^r\left(r'-\frac{r'^3}{R^2}\right)dr'
=2\pi J\left(r^2-\frac{r^4}{2R^2}\right).
\end{equation}
At $r=R$ this is $\pi R^2J$, so the surface field is unchanged. At $r=R/2$ it is $7\pi R^2J/16$, compared with $\pi R^2J/4$ for uniform density. The corresponding values of $\mu_0H_\varphi$ are $0.550$ and $0.314$ mT. The interior field depends on the distribution of current, while the surface field depends on the total.

\section{Solution for the magnetized wire}

\subsection{Twist of the magnetization}

Let the magnetization turn from the axis towards the azimuthal direction by an angle $\theta(r)$:
\begin{equation}
\mathbf M=M_s(\sin\theta\,\hat{\boldsymbol\varphi}+\cos\theta\,\hat{\mathbf z}).
\end{equation}
Neither component varies along its own direction, so $\nabla\cdot\mathbf M=0$ in the bulk. There is no radial component, so $\mathbf M\cdot\hat{\mathbf r}=0$ on the side surface. The twist creates no magnetic poles there and adds no field outside. Inside, however, it adds $\mu_0M_s\sin\theta$ to the azimuthal flux density.

The exchange energy density is $A(\theta'^2+\sin^2\theta/r^2)$. Its second term appears because the azimuthal direction itself turns around the axis. Anisotropy costs $K\sin^2\theta$. For uniform current, the field energy density is $-M_sB_s(r/R)\sin\theta$. With small $\theta$, the energy per unit length is
\begin{equation}
E=2\pi\int_0^R\left[A\left(\theta'^2+\frac{\theta^2}{r^2}\right)
+K\theta^2-\frac{M_sB_sr}{R}\theta\right]r\,dr .
\end{equation}
Setting its first variation to zero gives $2A(r\theta')'=2A\theta/r+2Kr\theta-M_sB_sr^2/R$. Division by $2Ar$ yields
\begin{equation}
\theta''+\frac{\theta'}{r}-\frac{\theta}{r^2}-\frac{K}{A}\theta
=-\frac{M_sB_s}{2AR}r .
\label{twist}
\end{equation}
With no special energy at the surface, the boundary term of the variation requires $\theta'(R)=0$.

First set $K=0$. Try $\theta=ar+cr^3$, which is regular on the axis. The linear term contributes $a/r-a/r=0$ to the left side of (\ref{twist}), and the cubic term contributes $(6+3-1)cr=8cr$. Thus $c=-M_sB_s/(16AR)$. The surface condition $a+3cR^2=0$ gives $a=3M_sB_sR/(16A)$, and therefore
\begin{equation}
\theta(r)=\frac{M_sB_s}{16A}\left(3rR-\frac{r^3}{R}\right),
\qquad
\theta(R)=\frac{M_sB_sR^2}{8A}.
\end{equation}
For the given wire,
\begin{equation}
\theta(R)=\frac{(1.4\times10^6)(6.28\times10^{-4})(10^{-16})}
{8(20\times10^{-12})}=0.55\ \mathrm{mrad}.
\end{equation}
The small-angle approximation is justified. Yet this tiny angle multiplies a large magnetization: it adds $(1.76\,\mathrm T)(0.55\times10^{-3})=0.97$ mT. The azimuthal flux density just inside is then $0.63+0.97=1.60$ mT.

Axial anisotropy opposes the twist. Its energy scale $K=0.4$ MJ/m$^3$ is twice the exchange scale $A/R^2=0.2$ MJ/m$^3$, so it cannot be ignored. Numerical minimization of the energy with the sines retained gives $\theta(R)=0.35$ mrad and an azimuthal flux density of $1.24$ mT just inside. The axial flux density there is far larger, about $\mu_0M_s=1.76$ T, because $\mathbf B$ includes $\mu_0\mathbf M$ and the magnetization lies almost along the axis. Just outside, the azimuthal field remains $0.63$ mT.

\subsection{Poles at the free ends}

Let the axial magnetization point towards $+z$. The end faces then carry poles $+\pi R^2M_s$ at $z=L/2$ and $-\pi R^2M_s$ at $z=-L/2$. Far from a pole of strength $q$, the field strength is $q/(4\pi D^2)$ at distance $D$. Halfway along the wire both contributions point towards $-z$, and their sum has size
\begin{equation}
B_{\rm ends}\simeq
2\mu_0\frac{\pi R^2M_s}{4\pi(L/2)^2}
=\frac{2\mu_0M_sR^2}{L^2}.
\label{ends}
\end{equation}
This gives $2(1.76\,\mathrm T)(10^{-4})=0.35$ mT, as does numerical summation over the faces. The end field is axial and the current's field is azimuthal, so the total just outside has size
\begin{equation}
\sqrt{(0.628)^2+(0.352)^2}\ \mathrm{mT}=0.72\ \mathrm{mT}.
\end{equation}
Thus $0.63$ mT is the current's contribution, not the total field of this particular magnetized wire. For longer wires, (\ref{ends}) falls as $1/L^2$ at mid-length while the current's field tends to a constant.

\section{Comparison of estimate and solution}

For the surface field, scaling gave $1.26$ mT and the solution gives $0.63$ mT. The missing factor $1/2$ is geometric: the current is proportional to the area $\pi R^2$, but its field is spread around the perimeter $2\pi R$. Scaling did find the correct dependence on $J$ and $R$. At fixed $J$, a thinner wire has a smaller surface field. At fixed current, $B_s=\mu_0I/(2\pi R)$, and a thinner wire has a larger one.

For the twist without anisotropy, scaling gave $8.8$ mrad against $0.55$ mrad. The factor $1/16$ combines the $1/2$ in the surface field with the $1/8$ from the exchange problem. Here an estimate with the right powers is still too large by more than a factor of ten. For the ends, scaling gave $0.18$ mT against $0.35$ mT. The geometric factors leave a net factor of two.

\section{Real interconnects}

Cobalt is used in some narrow interconnects, and a width of tens of nanometres is realistic. The density of $10$ MA/cm$^2$ is taken here as a high value; at $1$ MA/cm$^2$ the current's field would be ten times smaller. Real lines are closer to rectangular than round. For a square line of the same area and current, the side is $\sqrt\pi R$ and the perimeter is $4\sqrt\pi R$. Amp\`ere's law then gives a perimeter-averaged tangential field of $(\sqrt\pi/2)B_s=0.56$ mT, which is $11\%$ below the round-wire value. The local field varies around the square. Real films may also contain many grains and magnetic domains, so the twist and end-field values apply to the stated single-domain model.

A neighbouring wire can matter more than this change in the average field. Suppose an equal wire carries the same size of current at centre spacing $d=40$ nm. The direct field of its current at the facing surface is
\begin{equation}
B_s\frac{R}{d-R}=0.628\,\frac{10}{30}\ \mathrm{mT}=0.21\ \mathrm{mT}.
\end{equation}
Between the wires, the fields of the two currents add for opposite currents and subtract for parallel currents. This value leaves out the magnetic response of either wire to the other's field, and that response is not small. As a rough estimate, the neighbour's field on the axis, $B_sR/d=0.16$ mT, tilts the magnetization uniformly against a stiffness $2K/M_s+\mu_0M_s/2=1.45$ T, that is by about $0.11$ mrad. The side-surface poles of this tilt give about $0.1$ mT just outside the facing surface, opposite to the direct field, and so cancel nearly half of it. It also leaves out the neighbour's end poles: if that wire has the same length and axial magnetization, they give a further axial field of about $0.35$ mT at mid-length, as in (\ref{ends}).

With alternating current, the density is no longer exactly uniform. For a linear response with permeability $\mu$ and resistivity $\rho$, the axial electric field obeys $\nabla^2E=i\omega\mu E/\rho$. Near the axis, $E\simeq E_0[1+i\omega\mu r^2/(4\rho)]$, since $\nabla^2r^2=4$. With skin depth $\delta=\sqrt{2\rho/(\omega\mu)}$, the relative change from the axis to the surface has size $R^2/(2\delta^2)$. The factor $i$ makes this a shift of phase to leading order; the amplitude changes only at the next order. At $5$ GHz, a rough $\rho=20\,\mu\Omega$\,cm and a relative permeability of $100$, deliberately set far above the static ratio $B_\varphi/(\mu_0H_\varphi)\approx2$ found just inside this wire, give $\delta=318$ nm and a relative change of $0.05\%$, which is a phase shift of about $0.5$ mrad.

Heating is also small in a simple model. The Joule power per length is $P=J^2\rho\pi R^2=0.63$ W/m. If the heat crosses oxide of conductivity $k=1.4$ W/(m\,K) to a cool cylinder of radius $b=100$ nm, each cylindrical shell carries the same $P$. Integrating $-dT/dr=P/(2\pi kr)$ gives
\begin{equation}
\Delta T=\frac{P}{2\pi k}\ln\frac bR=0.16\ \mathrm K.
\end{equation}
This counts the oxide alone. The heat flux through the wire surface is $P/(2\pi R)=10^7$ W/m$^2$, so a metal--oxide boundary resistance of order $10^{-8}$ m$^2$K/W would add about $0.1$ K. A real stack with a longer or more resistive heat path would warm more. At fixed current and dimensions, that warming would not change $B_s$. The computed values are collected in the numerical output.

\section*{Computed values}
\begin{verbatim}
Wire radius: 10.0 nm
Current density: 10.0 MA/cm2
Current density in SI: 1.000e+11 A/m2
Current: 31.416 uA
Surface H: 500.000 A/m
Surface B, formula: 0.62832 mT
Surface B, filament sum: 0.62832 mT
Surface B, uneven current: 0.62832 mT
mu0*H at R/2, uniform: 0.31416 mT
mu0*H at R/2, uneven: 0.54978 mT
Wire length: 1.00 um
Finite-length field loss: 0.0200 %
Rough magnetization: 1.40 MA/m
mu0 times magnetization: 1.7593 T
Rough exchange stiffness: 20.0 pJ/m
Rough axial anisotropy: 0.40 MJ/m3
Surface twist, no anisotropy: 0.5498 mrad
Surface twist, anisotropy: 0.3479 mrad
Azimuthal B inside, no anisotropy: 1.5955 mT
Azimuthal B inside, anisotropy: 1.2405 mT
End-pole axial field, mid-length: 0.3515 mT
Current plus end-pole field size: 0.7199 mT
Neighbour centre spacing: 40.0 nm
Neighbour direct field: 0.2094 mT
Neighbour/current field: 33.33 %
Alternating-current frequency: 5.0 GHz
Rough relative permeability: 100 (no unit)
Rough resistivity: 20.0 uOhm cm
Skin depth: 318.31 nm
Alternating-current unevenness: 0.0493 %
Joule power per length: 0.6283 W/m
Oxide conductivity: 1.40 W/(m K)
Cool cylinder radius: 100.0 nm
Temperature rise: 0.1645 K
\end{verbatim}
